# Front Threshold versus Back-Gate Bias in Fully Depleted SOI: a numerical check

```python
"""
Front threshold of a fully depleted n-channel SOI film versus back-gate bias.

Result under test (Lim-Fossum coupling, front surface potential = psi_T):
  V_T = VT_inv - r * (V_Gb - VGb_inv)  while the back surface is depleted,
  r = C_si*C_ob / (C_of*(C_si + C_ob)),
  with constant V_T below VGb_acc and above VGb_inv.
C_si, C_of, C_ob: film, front-oxide and buried-oxide capacitance per area.
psi: potential, zero where the hole density equals the doping N_A.
The independent side is a finite-volume solution of Poisson's equation,
either with dopant charge only or with Boltzmann electrons and holes.
All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import e as q, k as k_B, epsilon_0, hbar, m_e
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros

# Model parameters
T = 300.0
t_film, t_box, t_front = 7e-9, 25e-9, 1.5e-9
N_A, n_i = 1e24, 1e16
eps_si, eps_ox = 11.7 * epsilon_0, 3.9 * epsilon_0
V_FBf, V_FBb = -0.5, 0.0
mass = 0.916 * m_e

# Lim-Fossum formulas
V_th = k_B * T / q
psi_T = 2 * V_th * np.log(N_A / n_i)
C_si, C_of, C_ob = eps_si / t_film, eps_ox / t_front, eps_ox / t_box
Q_dop = q * N_A * t_film
r = C_si * C_ob / (C_of * (C_si + C_ob))
VT_inv = V_FBf + psi_T + Q_dop / (2 * C_of)
VT_acc = VT_inv + C_si / C_of * psi_T
VGb_inv = V_FBb + psi_T + Q_dop / (2 * C_ob)
VGb_acc = V_FBb - C_si / C_ob * psi_T + Q_dop / (2 * C_ob)


def lim_fossum(V_Gb):
    return VT_inv - r * (np.clip(V_Gb, VGb_acc, VGb_inv) - VGb_inv)


def solve_film(V_Gb, carriers=True, cells=1400):
    """Return front-gate threshold and potential profile, front to back."""
    h = t_film / cells
    on = 1.0 if carriers else 0.0

    def source(u):
        n = on * n_i**2 / N_A * np.exp(u / V_th)
        p = on * N_A * np.exp(-u / V_th)
        return q / eps_si * (N_A + n - p), q / eps_si * (n + p) / V_th

    psi = np.full(cells + 1, psi_T)
    for _ in range(400):
        s, ds = source(psi[1:])
        res = np.empty(cells)
        res[:-1] = psi[:-2] - 2 * psi[1:-1] + psi[2:] - h**2 * s[:-1]
        back_slope = C_ob * (V_Gb - V_FBb - psi[-1]) / eps_si
        res[-1] = psi[-2] - psi[-1] + h * back_slope - h**2 * s[-1] / 2
        band = np.ones((3, cells))
        band[1] = -2 - h**2 * ds
        band[1, -1] = -1 - h * C_ob / eps_si - h**2 * ds[-1] / 2
        step = solve_banded((1, 1), band, -res)
        size = np.max(np.abs(step))
        psi[1:] += step * min(1.0, 0.05 / max(size, 1e-30))
        if size < 1e-9:
            break
    else:
        raise RuntimeError("Newton iteration did not converge")
    s_front = source(psi[:1])[0][0]
    front_field = (psi[0] - psi[1]) / h + h * s_front / 2
    return V_FBf + psi_T + eps_si * front_field / C_of, psi


def ground_level(psi):
    """Lowest electron level above the front conduction-band edge, in eV."""
    h = t_film / (len(psi) - 1)
    kinetic = hbar**2 / (2 * mass * h**2) / q
    diagonal = 2 * kinetic + psi[0] - psi[1:-1]
    off = np.full(len(diagonal) - 1, -kinetic)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


# Dopant charge only: corners, line and slope from Poisson's equation
corner_acc = brentq(lambda v: solve_film(v, False)[1][-1], -15, 3)
corner_inv = brentq(lambda v: solve_film(v, False)[1][-1] - psi_T, -15, 3)
assert abs(corner_acc - VGb_acc) < 1e-6
assert abs(corner_inv - VGb_inv) < 1e-6
assert abs(solve_film(corner_acc, False)[0] - VT_acc) < 1e-6
assert abs(solve_film(corner_inv, False)[0] - VT_inv) < 1e-6
for v in (-8.0, -5.0, 0.0):
    assert abs(solve_film(v, False)[0] - lim_fossum(v)) < 1e-6


# Electrons and holes included: is the line followed, does it flatten?
def slope_ref(v):
    return solve_film(v + 0.5)[0] - solve_film(v - 0.5)[0]


slope_mid, slope_acc, slope_inv = map(slope_ref, (-5.0, -14.0, 5.0))
assert abs(slope_mid / (-r) - 1) < 0.03
assert abs(solve_film(-5.0)[0] - lim_fossum(-5.0)) < 0.005
assert abs(slope_acc) < 0.3 * r and abs(slope_inv) < 0.3 * r
sweep = np.arange(-14.0, 5.01, 0.5)
deviation = np.array([solve_film(v)[0] - lim_fossum(v) for v in sweep])
i_max = np.argmax(np.abs(deviation))
assert abs(deviation[i_max]) < 0.1
for v in (-14.0, 5.0):
    assert abs(solve_film(v)[0] - solve_film(v, cells=700)[0]) < 2e-4

# Does the drift of the back potential explain the accumulation departure?
VT_deep, psi_deep = solve_film(-14.0)
VT_drift = VT_inv + C_si / C_of * (psi_T - psi_deep[-1])
assert abs(VT_drift - VT_deep) < 0.01
assert abs(VT_drift - VT_deep) < 0.3 * abs(VT_acc - VT_deep)

# Confinement scale, checked against a triangular well at the front field
psi_corner = solve_film(VGb_acc, False)[1]
field_front = psi_T / t_film + Q_dop / (2 * eps_si)
level_acc = ground_level(psi_corner)
level_zero = ground_level(solve_film(0.0)[1])
airy = -ai_zeros(1)[0][0]
level_airy = airy * (hbar**2 * (q * field_front)**2 / (2 * mass))**(1/3) / q
assert abs(level_acc / level_airy - 1) < 0.03
field_box = abs(VGb_acc - V_FBb) / t_box

print(f"Temperature: {T:.0f} K; thermal voltage: {V_th:.5f} V")
print(f"Film thickness: {t_film*1e9:.1f} nm")
print(f"Buried oxide thickness: {t_box*1e9:.1f} nm")
print(f"Front oxide thickness: {t_front*1e9:.1f} nm")
print(f"Doping: {N_A*1e-6:.1e} cm^-3; n_i: {n_i*1e-6:.1e} cm^-3")
print(f"Relative permittivity, film: {eps_si/epsilon_0:.1f}")
print(f"Relative permittivity, oxides: {eps_ox/epsilon_0:.1f}")
print(f"Flat-band voltages: front {V_FBf:.2f} V, back {V_FBb:.2f} V")
print(f"Threshold surface potential psi_T: {psi_T:.4f} V")
for name, c in (("C_si", C_si), ("C_of", C_of), ("C_ob", C_ob)):
    print(f"{name}: {c*100:.4f} uF/cm^2")
print(f"C_si/C_of: {C_si/C_of:.4f}; C_si/C_ob: {C_si/C_ob:.4f}")
print(f"Dopant charge qNt: {Q_dop*100:.4f} uC/cm^2")
print(f"qNt/(2 C_of): {Q_dop/(2*C_of):.4f} V")
print(f"qNt/(2 C_ob): {Q_dop/(2*C_ob):.4f} V")
print(f"Coupling ratio r: {r:.5f} V/V = {r*1000:.2f} mV/V")
print(f"Accumulation corner V_Gb: {VGb_acc:.3f} V")
print(f"Inversion corner V_Gb: {VGb_inv:.3f} V")
print(f"Width of depleted range: {VGb_inv-VGb_acc:.3f} V")
print(f"Accumulation plateau V_T: {VT_acc:.4f} V")
print(f"Inversion plateau V_T: {VT_inv:.4f} V")
print(f"Plateau separation: {VT_acc-VT_inv:.4f} V")
print("Table: V_Gb (V), V_T Lim-Fossum (V), V_T Poisson-Boltzmann (V),")
print("       back surface potential from Poisson-Boltzmann (V)")
for v in (-14.0, -12.0, VGb_acc, -5.0, -2.0, 0.0, VGb_inv, 3.0, 5.0):
    vt, profile = solve_film(v)
    print(f"{v:8.3f} {lim_fossum(v):8.4f} {vt:8.4f} {profile[-1]:8.4f}")
print(f"Numerical slope at -5 V: {slope_mid*1000:.2f} mV/V")
print(f"Numerical slope at -14 V: {slope_acc*1000:.2f} mV/V")
print(f"Numerical slope at 5 V: {slope_inv*1000:.2f} mV/V")
print(f"Largest departure in sweep: {deviation[i_max]*1000:.1f} mV")
print(f"  found at V_Gb = {sweep[i_max]:.1f} V (sweep step 0.5 V)")
print(f"V_T at -14 V with drifted back potential: {VT_drift:.4f} V")
print(f"Front film field, accumulation corner: {field_front*1e-8:.3f} MV/cm")
print(f"Buried oxide field, same corner: {field_box*1e-8:.3f} MV/cm")
print(f"Electron mass for confinement: {mass/m_e:.3f} m_e")
print(f"Lowest level, accumulation corner: {level_acc*1000:.1f} meV")
print(f"Triangular-well estimate, same corner: {level_airy*1000:.1f} meV")
print(f"Lowest level at V_Gb = 0: {level_zero*1000:.1f} meV")
print("verified")
```

It prints:

```
Temperature: 300 K; thermal voltage: 0.02585 V
Film thickness: 7.0 nm
Buried oxide thickness: 25.0 nm
Front oxide thickness: 1.5 nm
Doping: 1.0e+18 cm^-3; n_i: 1.0e+10 cm^-3
Relative permittivity, film: 11.7
Relative permittivity, oxides: 3.9
Flat-band voltages: front -0.50 V, back 0.00 V
Threshold surface potential psi_T: 0.9524 V
C_si: 1.4799 uF/cm^2
C_of: 2.3021 uF/cm^2
C_ob: 0.1381 uF/cm^2
C_si/C_of: 0.6429; C_si/C_ob: 10.7143
Dopant charge qNt: 0.1122 uC/cm^2
qNt/(2 C_of): 0.0244 V
qNt/(2 C_ob): 0.4060 V
Coupling ratio r: 0.05488 V/V = 54.88 mV/V
Accumulation corner V_Gb: -9.799 V
Inversion corner V_Gb: 1.358 V
Width of depleted range: 11.157 V
Accumulation plateau V_T: 1.0891 V
Inversion plateau V_T: 0.4768 V
Plateau separation: 0.6123 V
Table: V_Gb (V), V_T Lim-Fossum (V), V_T Poisson-Boltzmann (V),
       back surface potential from Poisson-Boltzmann (V)
 -14.000   1.0891   1.1699  -0.1300
 -12.000   1.0891   1.1544  -0.1022
  -9.799   1.0891   1.0891   0.0017
  -5.000   0.8257   0.8279   0.4095
  -2.000   0.6611   0.6650   0.6653
   0.000   0.5513   0.5597   0.8342
   1.358   0.4768   0.5014   0.9363
   3.000   0.4768   0.4718   1.0048
   5.000   0.4768   0.4615   1.0423
Numerical slope at -5 V: -54.56 mV/V
Numerical slope at -14 V: -5.06 mV/V
Numerical slope at 5 V: -2.95 mV/V
Largest departure in sweep: 80.8 mV
  found at V_Gb = -14.0 V (sweep step 0.5 V)
V_T at -14 V with drifted back potential: 1.1726 V
Front film field, accumulation corner: 1.415 MV/cm
Buried oxide field, same corner: 3.919 MV/cm
Electron mass for confinement: 0.916 m_e
Lowest level, accumulation corner: 218.9 meV
Triangular-well estimate, same corner: 219.9 meV
Lowest level at V_Gb = 0: 61.7 meV
verified
```
